# Fastest Deposition–Etch Supercycle under a Limit on Nucleus Radius

## The competing demands

A film is to be grown on one part of a patterned surface and kept off the rest. Atomic layer deposition on the growth area starts at once, while the non-growth area is blocked by a passivating layer. The blocking is imperfect: now and then a nucleus appears there, and later deposition cycles enlarge it. Etch cycles inserted between blocks of deposition remove nuclei, but they also thin the wanted film and take time.

A supercycle consists of $a$ deposition cycles followed by $b$ etch cycles, with integers $a\ge 1$ and $b\ge 0$. It is repeated $N$ times, and the last one is completed. Which $(a,b,N)$ reaches the target thickness soonest, if no nucleus may ever reach a prescribed radius?

## Model and constraints

On the growth area, each deposition cycle adds a thickness $G$ and each etch cycle removes $E$, until nothing is left. On the non-growth area, a nucleus may be born in any deposition cycle. It has radius $s$ at the end of that cycle, gains $g$ in every later deposition cycle, loses $h$ in every etch cycle, and disappears when its radius reaches zero. Nuclei do not interact. All rates are positive constants, and $s\ge g$.

The thickness after the final etch must be at least $T$. The radius must stay strictly below $L$ at every moment, including just before an etch. This is the right moment to apply the limit if nuclei beyond some size can no longer be trusted to etch at the rate $h$.

With $t_d$ and $t_e$ the durations of the two kinds of cycle, and $t_s$ the total switching time per supercycle, the process time is

$$
t=N\,(a t_d+b t_e+t_s)\quad (b\ge1),\qquad t=N a t_d\quad (b=0).
$$

## Number of supercycles

The net film gain per supercycle is

$$
D=aG-bE .
$$

If $D\le0$, the first etch block removes the whole first deposit. The next supercycle again starts from zero thickness, so the target is never met. If $D>0$, the film is never etched away completely, since even a supercycle that starts from zero ends at $D$. After $N$ supercycles the thickness is $ND$, and the smallest sufficient number is

$$
N=\left\lceil \frac{T}{D}\right\rceil .
$$

A larger $N$ costs time and, as shown next, cannot lower the peak radius.

## The largest possible nucleus

Suppose that a nucleus is born in every deposition cycle. The largest of these has the largest radius that any history of births can produce, because nuclei do not interact. Let this radius be $R$, with $R=0$ when none survives. A deposition cycle changes it to

$$
R\;\to\;\max(s,\,R+g).
$$

For $R=0$ the correct result is the newborn radius $s$, and the formula gives it because $s\ge g$. An etch cycle changes $R$ to $\max(0,R-h)$.

Start a deposition block with residual radius $S$. After $j$ cycles the largest radius is $\max[s+(j-1)g,\;S+jg]$. This holds for $j=1$, and one further cycle gives

$$
\max\{s,\;s+jg,\;S+(j+1)g\}=\max\{s+jg,\;S+(j+1)g\},
$$

which is the same expression with $j$ replaced by $j+1$.

Let $P_k$ be the radius at the end of the $k$th deposition block. The first block starts with $S=0$, so

$$
P_1=s+(a-1)g .
$$

The etch block leaves $S=\max(0,P_k-bh)$. Hence

$$
\begin{aligned}
P_{k+1}&=\max\{P_1,\;ag+\max(0,P_k-bh)\}\\
&=\max\{P_1,\;ag,\;P_k+ag-bh\}\\
&=\max\{P_1,\;P_k+\delta\},\qquad \delta=ag-bh .
\end{aligned}
$$

The term $ag$ drops out because $P_1-ag=s-g\ge0$. If $\delta\le0$, then $P_2=P_1$, and the same value repeats. If $\delta>0$, each supercycle adds $\delta$. Both cases are contained in

$$
P_N=s+(a-1)g+(N-1)\max(0,\delta).
$$

Radii rise during deposition and fall during etching, and $P_k$ never decreases with $k$. Therefore $P_N$ is the peak over the whole process.

The condition $\delta\le0$ does not mean that every nucleus is removed in each etch block. A nucleus may survive, provided that it loses at least as much per supercycle as it gains.

The assumption $s\ge g$ matters. If $s<g$ and $P_1\le bh<ag$, each etch block removes every nucleus although $\delta>0$. The formula would then predict an accumulation that does not occur.

## A finite enumeration

Since $P_N\ge P_1$, an admissible recipe needs $s+(a-1)g<L$. For $L>s$ the largest integer satisfying this is

$$
a_{\max}=\left\lceil\frac{L-s}{g}\right\rceil .
$$

For $L\le s$ there is no recipe, because the first newborn nucleus may already violate the limit. The requirement $D>0$ gives $b<aG/E$. The search is therefore finite without an arbitrary cutoff.

It can be shortened. At fixed $a$, raising $b$ lowers $D$, so $N$ stays the same or rises, while each supercycle becomes longer. The time $t$ thus increases strictly with $b$, and the first admissible $b$ is the fastest one for that $a$. The scan also ends early: at

$$
b_*=\left\lceil \frac{ag}{h}\right\rceil
$$

we have $\delta\le0$ and $P_N=P_1<L$, so $b_*$ is admissible if $D>0$ there.

The algorithm is:

1. For each $a=1,\dots,a_{\max}$, start with $b=0$.
2. If $aG-bE\le0$, go to the next $a$, since larger $b$ only makes this worse.
3. Otherwise compute $N$ and $P_N$. If $P_N<L$, store the recipe and its time, and go to the next $a$.
4. If $P_N\ge L$, raise $b$ by one and return to step 2.
5. Choose the stored recipe with the smallest time. If none is stored, none exists.

At most $b_*+1$ values of $b$ are tried for each $a$. Since $b_*+1<ag/h+2$, the number of trials summed over $a$ is below $g a_{\max}(a_{\max}+1)/(2h)+2a_{\max}$, whose leading term for large $a_{\max}$ is $g a_{\max}^2/(2h)$.

Bisection in $b$ would be unsafe, because more etching can raise the peak. Take $T=aG$, $E=aG/2$ and $h<ag$. With $b=0$ one supercycle suffices and the peak is $P_1$. With $b=1$ the gain is halved, two supercycles are needed, and the peak is $P_1+ag-h>P_1$.

## When no recipe exists

Suppose that, relative to their growth, nuclei etch no faster than the film: $h/g\le E/G$. Then $h\le gE/G$, and for every recipe with $D>0$

$$
\delta=ag-bh\ge ag-b\frac{gE}{G}=\frac gG D>0 .
$$

Nuclei accumulate. Substituting $ag=\delta+bh$ into the peak formula gives

$$
P_N=s-g+bh+N\delta\ge s-g+\frac gG ND\ge s-g+\frac gG T .
$$

No recipe can satisfy a limit $L$ at or below the last expression. Deposition alone, with $T/G$ an integer, has exactly this peak, $s+(T/G-1)g$. For integer $T/G$ and $h/g\le E/G$, etching therefore cannot lower the peak. If $T/G$ is not an integer, deposition alone overshoots the target, and etching can sometimes lower the peak slightly, though never below the bound.

The opposite inequality, $h/g>E/G$, is necessary for a limit below that value but not sufficient. In arbitrary length units take $G=5$, $E=6$, $g=3$, $h=4$, $s=3$, $T=40$ and $L=5$. Here $h/g=4/3$ exceeds $E/G=6/5$, but $a_{\max}=1$. With $b=0$, eight cycles give a peak of $3+7\times3=24$. With $b=1$, the film gain is $-1$. Neither is admissible.

## A lower bound on the time

For recipes without accumulation, $bh\ge ag$, the cost of restricting the counts to integers can be judged from a bound. Since $N\ge T/D$ and $b\ge1$,

$$
t\ge T\,\frac{a t_d+b t_e+t_s}{aG-bE}.
$$

The right side increases with $b$, so it is smallest at the real value $b=ag/h$. Dividing numerator and denominator by $a$ then gives

$$
t\ge T\,\frac{t_d+(g/h)t_e+t_s/a}{G-gE/h}
\ge T\,\frac{t_d+(g/h)t_e+t_s/a_{\max}}{G-gE/h}.
$$

The denominator must be positive, which is again $h/g>E/G$. Recipes with $\delta>0$ are not covered by this bound.

The switching time favours long supercycles, because it is shared among more deposition cycles. The radius limit stops this at $a_{\max}$, and integer rounding can move the optimum to a smaller $a$.

## Worked example

Consider titanium dioxide grown to $T=10$ nm with $L=1.0$ nm. The chosen model values are $G=E=0.05$, $g=0.04$ and $h=0.10$ nm per cycle, $s=0.25$ nm, $t_d=10$ s, $t_e=20$ s and $t_s=60$ s.

Deposition alone takes 200 cycles and 2000 s, but its largest possible nucleus has radius $0.25+199\times0.04=8.21$ nm. Etching is needed.

The radius limit gives $a_{\max}=\lceil0.75/0.04\rceil=19$. Up to this $a$ there are 190 pairs $(a,b)$ with positive film gain, of which the shortened search tries 102. Some of the best recipes at fixed $a$ are:

| $a$ | $b$ | $N$ | peak (nm) | film (nm) | time (s) |
|---:|---:|---:|---:|---:|---:|
| 2 | 1 | 200 | 0.29 | 10.00 | 20000 |
| 5 | 2 | 67 | 0.41 | 10.05 | 10050 |
| 6 | 3 | 67 | 0.45 | 10.05 | 12060 |
| 15 | 6 | 23 | 0.81 | 10.35 | 7590 |
| 17 | 7 | 20 | 0.89 | 10.00 | 7400 |
| 18 | 8 | 20 | 0.93 | 10.00 | 8000 |
| 19 | 8 | 19 | 0.97 | 10.45 | 7790 |

The optimum is $a=17$, $b=7$. Its film gain is $17\times0.05-7\times0.05=0.50$ nm, so $N=20$. Its peak radius is $0.25+16\times0.04=0.89$ nm, since

$$
\delta=17\times0.04-7\times0.10=-0.02\ \text{nm}.
$$

The time is $20(170+140+60)=7400$ s, or about 2.1 h. In the model, the etch block leaves a nucleus of up to $0.89-0.70=0.19$ nm. A hemisphere of this radius would hold less than one formula unit of titanium dioxide, so this remainder should not be read as a real particle.

The time does not fall steadily with $a$. Going from $a=5$ to $a=6$ requires a third etch cycle, which removes all the extra film: the gain stays at 0.15 nm, while the supercycle becomes longer. The lower bound without accumulation is

$$
10\times\frac{10+0.4\times20+60/19}{0.05-0.4\times0.05}\approx7053\ \text{s},
$$

and the optimum lies about 5% above it.

With everything else fixed, relaxing $L$ cannot lengthen the optimum, because every old recipe remains admissible. The optimal time is 14000 s at $L=0.4$ nm, 7400 s at 1.0 nm and 6720 s at 1.6 nm. The last recipe, $a=28$, $b=11$, $N=12$, lets nuclei accumulate by $\delta=0.02$ nm per supercycle. Its peak is $1.33+11\times0.02=1.55$ nm, which is allowed because the process stops in time. A search restricted to $\delta\le0$ would miss it and return $a=34$, $b=14$, $N=10$ at 6800 s. The 80 s saved have a cost that the constraints do not include, because the model limits the peak radius but not what remains at the end. The accumulating recipe leaves a nucleus of up to $1.55-1.10=0.45$ nm after the final etch, about five formula units, against $1.57-1.40=0.17$ nm for the restricted one.

## Error analysis

**Rounding.** Both the ceiling in $N$ and the strict inequality $P_N<L$ are discontinuous. At the optimum $T/D$ is exactly 20. If a rounding error placed the quotient slightly above 20, the ceiling would return 21 and the time would become $21\times370=7770$ s. The recipe with $a=15$, at 7590 s, would then appear to be better. Expressing all lengths as integer multiples of 0.1 pm, and using integer arithmetic for the ceiling and the comparisons, removes this error.

**Rate errors.** The drift $\delta$ is a small difference between two larger numbers. Let $g$ be larger and $h$ smaller than assumed, each by the relative error $\epsilon$. Then

$$
\delta(\epsilon)=ag(1+\epsilon)-bh(1-\epsilon)=\delta+\epsilon(ag+bh).
$$

For the optimum this is $-0.02+1.38\,\epsilon$ nm. Accumulation starts at $\epsilon=0.02/1.38$, about 1.4%. Beyond that, at fixed $N=20$, the peak in nanometres is

$$
P_{20}=0.25+0.64(1+\epsilon)+19(-0.02+1.38\,\epsilon)
=0.51+26.86\,\epsilon .
$$

It reaches 1.0 nm at $\epsilon\approx1.8\%$. The large coefficient comes from repeating the same error in every supercycle.

If $G$ is also 5% low and $E$ 5% high, with $\epsilon=5\%$, the same recipe gives a peak of 1.85 nm and only 8.8 nm of film. The nominal optimum therefore has little tolerance.

A recipe for the whole range of $\pm5\%$ follows from the same algorithm. For fixed $(a,b,N)$, the peak does not decrease when $g$ rises or $h$ falls, and the film does not thicken when $G$ falls or $E$ rises. The worst combination is thus high $g$ and $E$ with low $h$ and $G$. A recipe admissible there is admissible throughout the range, and a recipe that fails there is not robust. The search at this combination therefore gives the fastest robust recipe: $a=18$, $b=8$, $N=23$, with a worst-case peak of 0.96 nm. It takes 9200 s, about 24% longer than the nominal optimum. At nominal rates it grows 11.5 nm, so the tolerance is also paid for in excess thickness.

**Disturbed nuclei.** Suppose that two hemispherical nuclei of radius 0.89 nm merge into one hemisphere of the same total volume. Its radius is $2^{1/3}\times0.89\approx1.12$ nm, above the limit. As long as it remains the largest nucleus, its peak changes by $\delta=-0.02$ nm per supercycle, so seven further supercycles are needed to bring it below 1.0 nm. For randomly placed nuclei with an assumed density $\rho=10^{-3}$ nm$^{-2}$, the chance of a neighbour within two peak radii is

$$
1-\exp[-\rho\pi(2\times0.89\ \text{nm})^2]\approx1\% .
$$

This is not the probability of merging, since the neighbour may be smaller or the two may keep their shapes. On a large area, however, it is not small enough to ignore. The guarantee on the largest radius holds only without such merging.

## Comparison with a real process

The film rates and cycle times are round numbers chosen for illustration, not data for a particular chemistry or reactor. The two nucleus rates are assumptions, and the result rests on them. If nuclei etch only as fast as the film, $h=0.05$ nm per cycle with the other inputs fixed, the best recipe is $a=15$, $b=12$, $N=67$ and takes 30150 s, about four times as long. If they also grow as fast as the film, $h/g=E/G$, and no recipe meets the 1 nm limit. Real film growth may also be delayed after an etch. One lost film-growth cycle per supercycle, with $a=17$ and $b=7$ kept, lowers the gain to 0.45 nm, so $N=23$ and the time rises to 8510 s, by 15%.

The seed radius is close to that of a hemisphere holding one formula unit. With molar mass $M=79.87$ g/mol, a rough density $\rho_m=3.8$ g/cm$^3$ and Avogadro's constant $N_A$,

$$
r=\left(\frac{3M}{2\pi\rho_m N_A}\right)^{1/3}\approx0.26\ \text{nm}.
$$

At this size a smooth hemisphere is a measure of the amount of material rather than a picture of its shape, and a constant radial rate is a coarse approximation. Wear of the passivating layer that merely creates more nuclei leaves the largest possible radius unchanged while they remain separate, because a birth in every cycle has already been allowed. Wear that raises $g$ does change it. With $h$ and the other inputs unchanged, accumulation in the nominal optimum starts once $g$ is higher by $0.02/0.68$, about 3%.
